Shadow Born–Oppenheimer dynamics of a two-site charge equilibration model

**Problem**

Two sites at distance R carry charges q and −q. Their electronegativities are χ1 and χ2, their hardnesses U1 and U2. Write Δχ = χ1 − χ2 and U = U1 + U2. In Hartree atomic units the energy is

E(R,q) = V_s(R) + Δχ q + ½U q² − γ(R) q²,

γ(R) = 1/√(R² + a²), a = ½(1/U1 + 1/U2).

V_s is a smooth short-range potential. The last term of E is the intersite interaction γq1q2 with q1 = q and q2 = −q. Minimizing over q gives the exact charge q*(R) and the Born–Oppenheimer potential V(R).

In shadow dynamics an auxiliary charge n moves along with the nuclei. The intersite term is linearized about n:

𝓔(R,q,n) = V_s + Δχ q + ½U q² − γ(2q − n)n.

Its minimizer over q is q[n], and its minimum is the shadow potential 𝒱(R,n). The residual is r = q[n] − n. The extended Lagrangian, with reduced nuclear mass M, is

L = ½MṘ² − 𝒱(R,n) + ½μṅ² − ½μω²(Kr)², K = (∂r/∂n)⁻¹.

(a) Express r and the gap 𝒱 − V through the displacement e = n − q*.

(b) Find the equations of motion for μ → 0 and ω → ∞ with μω fixed.

(c) Integrate these equations by the Verlet method with step h, keeping κ = ω²h² fixed. The sites start at rest with n = q*. With which powers of h do the residual and the gap scale over a fixed time interval?

(d) Do the nuclear force error and the energy fluctuation share the power found for the gap?

**Hints**

For (a), subtract the stationarity conditions for q[n] and q*. Then compare 𝓔 with E at the same q before inserting the minimizer.

For (b), work out what Kr is for this model before differentiating.

For (c), write the Verlet recurrence for e instead of n. The second difference of q* acts as a driving term. Separate a slow response from a solution of the undriven recurrence.

For (d), the force is taken at constant n, but e changes with R because q* does.

**Solution**

*(a) Residual and gap*

Let W = U − 2γ, so that E = V_s + Δχ q + ½Wq². A minimum requires W > 0. For R > 0,

γ(R) < γ(0) = 1/a = 2U1U2/(U1 + U2),

and therefore

W > U − 4U1U2/U = (U1 − U2)²/U ≥ 0.

The exact solution is then

q* = −Δχ/W, V = V_s − Δχ²/(2W).

Stationarity of 𝓔 in q reads Δχ + Uq − 2γn = 0, so

q[n] = (2γn − Δχ)/U.

The exact charge obeys the same equation with n replaced by q*, namely q* = (2γq* − Δχ)/U. Subtraction gives

q[n] − q* = (2γ/U)e.

Since r = (q[n] − q*) − (n − q*),

r = (2γ/U − 1)e = −(W/U)e.

For the gap, compare the two energy functions at the same q:

𝓔 − E = γq² − 2γqn + γn² = γ(q − n)².

Because E is quadratic in q with curvature W, E(R,q[n]) = V + ½W(q[n] − q*)². Hence

𝒱 − V = ½W(q[n] − q*)² + γr²
= ½W(4γ²/U²)e² + γ(W²/U²)e²
= (γW/U²)(2γ + W)e².

With 2γ + W = U this becomes

𝒱 − V = g e² = (γU/W) r², g = γW/U.

No expansion in e has been made. The gap is non-negative, because q[n] generally misses the minimum of E and because the linearization adds γ(q − n)². It is quadratic in the residual, so the power of h for the gap is twice that for r.

*(b) Equations of motion*

At fixed R, q* does not depend on n. The result for r therefore gives ∂r/∂n = −W/U and K = −U/W, so

Kr = e = n − q*(R).

The kernel converts the residual into the actual displacement from the exact charge. The last term of L is −½μω²e². With ∂e/∂n = 1 and ∂𝒱/∂n = 2ge, the Euler–Lagrange equation for n is

μn̈ = −2ge − μω²e,

or, after division by μ,

n̈ = −ω²[1 + 2g/(μω²)]e.

Since μω is fixed, μω² = (μω)ω grows without bound, and the second term in the bracket vanishes.

For the nuclei, ∂e/∂R = −q*′, where a prime means d/dR. This gives

MR̈ = −∂𝒱/∂R|_n + μω² e q*′.

When n starts on q* with matching velocity, e is of order ω⁻². This follows from the limiting equation for n, which reads ë + ω²e = −q̈*: its slow response is −q̈*/ω², and the accompanying free oscillation has a comparable amplitude. The extra force is then of order μ and vanishes too. The limiting equations are

MR̈ = −∂𝒱/∂R|_n, n̈ = −ω²Kr = −ω²(n − q*).

𝓔 is stationary in q at q[n], so the force needs no derivative of q[n]:

−∂𝒱/∂R|_n = −V_s′ + γ′(2q[n] − n)n.

From here on these equations define the dynamics at finite ω.

*(c) Scaling with the time step*

Verlet integration of n gives

n_{k+1} − 2n_k + n_{k−1} = −κe_k.

Write δ²x_k = x_{k+1} − 2x_k + x_{k−1}. Subtracting δ²q*_k from both sides yields

δ²e_k + κe_k = −δ²q*_k.

First drop the driving term and try e_k = zᵏ. This requires z + 1/z = 2 − κ. With z = exp(iθ),

cos θ = 1 − κ/2.

The angle θ is real and the oscillation bounded, without resonance at the edges, for 0 < κ < 4.

Now restore the driving term. Along a smooth trajectory δ²q*_k = h²q̈*(t_k) + O(h⁴), where

q̈* = q*″Ṙ² + q*′R̈.

A slowly varying e has δ²e smaller than e by a factor of order h². To leading order κe_k balances −h²q̈*, which gives the slow response −h²q̈*/κ. In this slow response the auxiliary charge is displaced against the acceleration of its target. It trails q* while q* speeds up, runs ahead while q* slows down, and overshoots at the turning points; it is an offset, not a time delay. The balance needs ω = √κ/h well above the vibrational frequency, which holds for small h at fixed κ but can fail at a large step with small κ. Adding the undriven solution,

e_k = −(h²/κ)q̈*(t_k) + A cos kθ + B sin kθ.

The condition e_0 = 0 fixes A = h²q̈*(0)/κ. For B, look at the first step. The velocity of n and its acceleration −ω²e_0 are both zero, so n_1 = n_0. Meanwhile q* has moved by ½h²q̈*(0), and therefore e_1 = −½h²q̈*(0). The formula gives, to leading order,

e_1 = −(h²/κ)q̈*(0)(1 − cos θ) + B sin θ = −½h²q̈*(0) + B sin θ,

because 1 − cos θ = κ/2. So B = 0 at this order, and

e_k ≈ −(h²/κ)[q̈*(t_k) − q̈*(0) cos kθ].

One point needs care: the nuclei feel a force that itself depends on e. Let ε be the largest |e| reached in the interval. The force error is O(ε), as part (d) shows, so the nuclear positions and velocities deviate from the exact trajectory by O(h² + ε). This changes the driving term by O(h⁴ + h²ε) per step. Each such disturbance propagates with the bounded factor sin(mθ)/sin θ after m steps. Over a number of steps proportional to 1/h, the total effect on e is at most O(h³ + hε). For small h this cannot overturn ε = O(h²), and it leaves the leading term intact.

Inserting e_k in the results of part (a) gives

r_k ≈ (W/U)(h²/κ)[q̈*(t_k) − q̈*(0) cos kθ],

𝒱 − V ≈ g(h⁴/κ²)[q̈*(t_k) − q̈*(0) cos kθ]².

The residual scales as h² and the gap as h⁴. These powers describe the size over a trajectory; at isolated instants the bracket can vanish.

*A numerical case.* Take the round values χ1 = −0.1, χ2 = 0.1, U1 = 0.8, U2 = 0.6, M = 10000 and V_s = ½ · 0.3 · (R − 3.0)², with release from R = 3.3 bohr. Then γ = 0.27717 and W = 1.4 − 2 · 0.27717 = 0.84566, so q* = 0.2/0.84566 = 0.2365. At rest, q̈* = q*′R̈. The factors are

γ′ = −Rγ³ = −0.07027,

q*′ = −2Δχγ′/W² = −0.0393,

MR̈ = −0.3 · 0.3 + γ′q*² = −0.0939,

and their combination is q̈*(0) = 3.69 × 10⁻⁷ a.u. The vibrational period is 1156 a.u., about 28 fs.

With κ = 2, runs over 4800 a.u. gave the following, with charges and energies in atomic units:

h = 40: rms residual 2.030 × 10⁻⁴, mean gap 2.232 × 10⁻⁸
h = 20: rms residual 5.007 × 10⁻⁵, mean gap 1.356 × 10⁻⁹
h = 10: rms residual 1.248 × 10⁻⁵, mean gap 8.424 × 10⁻¹¹
h = 5: rms residual 3.119 × 10⁻⁶, mean gap 5.260 × 10⁻¹²

The last halving gives observed powers of 2.001 and 4.001. The numerical check also compares the residual formula point by point with an independently integrated exact trajectory. At h = 5 the largest deviation is 0.1% of the largest predicted residual.

The prefactor 1/κ favours a large κ, within the stability range. At h = 10, going from κ = 2 to κ = 1 doubles the rms residual (ratio 2.00). Beyond the limit the free oscillation grows exponentially: at h = 40 and κ = 4.1 the residual reaches 0.11 within 1000 a.u., against a peak of 4.4 × 10⁻⁴ over the full run at κ = 2.

*(d) Forces and energy*

Differentiate 𝒱 = V + ge² at constant n, using ∂e/∂R = −q*′:

−∂𝒱/∂R|_n = −V′ + 2g q*′e − g′e².

The force error is linear in e, hence O(h²) and not O(h⁴). The potential has a minimum in n at n = q*, but this minimum moves with R, and a derivative at fixed n detects the motion. In the runs, the rms force error falls from 1.740 × 10⁻⁶ at h = 20 to 4.335 × 10⁻⁷ a.u. at h = 10, a factor of 4.01.

The energy ½MṘ² + 𝒱 does not share the fourth power either. The exact trajectory conserves ½MṘ² + V, the computed positions and velocities differ from it by O(h²), and 𝒱 − V adds O(h⁴). This bounds the fluctuation by O(h²) but does not by itself show that an h² term is present. The runs show that it is: the peak-to-peak value falls from 4.429 × 10⁻⁵ to 1.107 × 10⁻⁵ hartree between the same two steps, a factor of 4.00, where a fourth power would give 16. Nearly all of this is the ordinary Verlet error of the nuclear motion: Verlet integration on the exact potential V gives 4.401 × 10⁻⁵ and 1.100 × 10⁻⁵ hartree at the same steps. The small gap measures how close the two potentials are at the current R and n; it does not measure the error of the trajectory.

**Variation 1: start on the slow response**

*How should n be started to remove the term in cos kθ?*

Choose

n_0 = q*(0) − h²q̈*(0)/κ, ṅ(0) = 0.

Then e_0 equals the slow response and A = 0. The initial acceleration of n is −ω²e_0 = q̈*(0), so n and q* both move by ½h²q̈*(0) in the first step. Thus e_1 = e_0 to leading order, which gives B = 0. What remains is

r ≈ (W/U)h²q̈*/κ, 𝒱 − V ≈ g h⁴(q̈*)²/κ².

Take h = 10 and t = 600 a.u. in the numerical case. The exact trajectory has γ = 0.32894, W = 0.74212 and q̈* = −6.375 × 10⁻⁷ a.u. there. Hence

e = −100 · (−6.375 × 10⁻⁷)/2 = 3.188 × 10⁻⁵,

r = −(0.74212/1.4) · 3.188 × 10⁻⁵ = −1.690 × 10⁻⁵,

𝒱 − V = (0.32894 · 0.74212/1.4) · (3.188 × 10⁻⁵)² = 1.772 × 10⁻¹⁰ hartree.

The simulation gives −1.695 × 10⁻⁵ and 1.782 × 10⁻¹⁰ hartree, which differ from the predictions by 0.3% and 0.6%. The powers of h are unchanged by this start, but the mean gap at h = 20 drops from 1.356 × 10⁻⁹ to 8.92 × 10⁻¹⁰ hartree.

**Variation 2: keep ω fixed**

*What happens if h is reduced while ω, not κ, is held constant?*

Now κ = ω²h² tends to zero, and the factor h²/κ equals 1/ω² at every step size. As h → 0 the recurrence becomes

ë + ω²e = −q̈*.

For ω well above the vibrational frequency, and with the original start n = q*, its solution is

e ≈ −(1/ω²)[q̈*(t) − q̈*(0) cos ωt].

This has no factor of h left. A finer step integrates the same displaced motion more accurately, but does not bring n closer to q*. By part (a) the gap, being proportional to r², stays finite as well.

In the numerical case, fix ω² = 2/40² = 1.25 × 10⁻³ a.u., the value used at h = 40. Reducing h to 5 then leaves the rms residual at 1.002 times its h = 40 value. With κ fixed, the same reduction lowered it by a factor of 65. The powers found in (c) thus come from raising ω in proportion to 1/h, which tightens the coupling of n to q* as the step shrinks.

Calculated quantities

```
All values in Hartree atomic units (a.u.) unless stated
chi1, chi2 = -0.1, 0.1 a.u.; U1, U2 = 0.8, 0.6 a.u.
U = 1.4000 a.u.; screening length a = 1.458333 bohr
M = 10000 m_e; spring = 0.3 a.u.; spring centre = 3.0 bohr
start R = 3.3 bohr at rest; total time = 4800 a.u.
kappa = 2.0; theta = 1.570796 rad
start: gamma = 0.277172 a.u., q* = 0.236503 e
start: q* acceleration = 3.69181e-07 a.u.
vibrational period = 1156.15 a.u. = 27.966 fs
Start n = q*: h, rms residual (e), mean gap (hartree)
    40  2.03030e-04  2.23218e-08
    20  5.00721e-05  1.35582e-09
    10  1.24828e-05  8.42364e-11
     5  3.11932e-06  5.25972e-12
Same runs: h, rms force difference, peak-to-peak shadow energy (a.u.)
    40  7.07776e-06  1.77119e-04
    20  1.73996e-06  4.42943e-05
    10  4.33454e-07  1.10698e-05
     5  1.08297e-07  2.76765e-06
Orders per halving: residual, gap, force difference, energy
  40->20: 2.0196, 4.0412, 2.0242, 1.9995
  20->10: 2.0041, 4.0086, 2.0051, 2.0005
  10->5: 2.0006, 4.0014, 2.0009, 1.9999
Smooth start: h, rms residual (e), mean gap (hartree)
    40  1.64664e-04  1.48844e-08
    20  4.03436e-05  8.92234e-10
    10  1.00360e-05  5.52058e-11
     5  2.50586e-06  3.44193e-12
Smooth start orders per halving: residual, gap
  40->20: 2.0291, 4.0602
  20->10: 2.0072, 4.0145
  10->5: 2.0018, 4.0035
Largest deviation from pointwise law / largest predicted residual
  start n=q*, h=5: 9.716e-04
  smooth, h=10: 3.990e-03; h=5: 9.958e-04
Fixed omega: rms residual h=5 / h=40 = 1.0023
h=10: rms residual kappa=1 / kappa=2 = 2.0025
h=40 peak residual, kappa=2: 4.4416e-04 e; kappa=3.9: 2.1434e-04 e
h=40 peak residual, kappa=4.1, first 1000 a.u.: 1.1369e-01 e
Hand check, smooth start, t = 600 a.u., h = 10 a.u.
  R = 2.667430 bohr; gamma = 0.328942; W = 0.742117 a.u.
  q* acceleration = -6.37529e-07 a.u.; predicted e = 3.18765e-05 e
  residual: predicted -1.68972e-05 e, simulated -1.69451e-05 e
  gap: predicted 1.77175e-10, simulated 1.78181e-10 hartree
h = 20 a.u. = 0.4838 fs; its mean gap, start n=q*: 3.6894e-08 eV
```
